# Why smooth PAW momentum matrix elements do not suffice for optical spectra

**Q.** My PAW calculation gives smooth wavefunctions $\tilde\psi_n$ that agree with the true ones outside small spheres around the nuclei. For an optical spectrum I take $\langle\tilde\psi_m|\mathbf p|\tilde\psi_n\rangle$, a simple sum in a plane-wave basis. Valence transitions take place mostly outside the spheres, so I see no need for anything more.

**A.** Let us test that on a case with a known answer, hydrogen $1s\to2p$. The nucleus is fixed, the electron is nonrelativistic, and I use Hartree atomic units, so that $\mathbf p=-i\nabla$ and

$$H=T-\frac1r,\qquad T=-\tfrac12\nabla^2,\qquad \omega=E_{2p}-E_{1s}=-\tfrac18+\tfrac12=\tfrac38 .$$

For light polarized along $z$, only $2p_z$ is reached from $1s$. Define two real numbers,

$$z=\langle 2p_z|z|1s\rangle,\qquad d=\langle 2p_z|\partial_z|1s\rangle .$$

The momentum matrix element is $-id$, and the oscillator strength is $f=2\omega z^2$. Because $1s$ is spherical, other polarizations give the same $f$.

**Q.** That is the length form. Where does the momentum enter?

**A.** Through a commutator. The potential commutes with $z$, so only $T$ contributes. Acting on any function $\psi$,

$$[T,z]\psi=-\tfrac12\left[\partial_z^2(z\psi)-z\,\partial_z^2\psi\right]=-\tfrac12\,(2\,\partial_z\psi)=-\partial_z\psi .$$

Between eigenstates of $H$ the same commutator gives $(E_{2p}-E_{1s})z$. Therefore

$$\omega z=-d,\qquad f=2\omega z^2=\frac{2d^2}{\omega}.$$

The last expression is the velocity form. The two agree because both states are eigenstates of one Hamiltonian whose potential is local.

**Q.** What is the correct value?

**A.** The radial functions are $R_s=2e^{-r}$ and $R_p=re^{-r/2}/(2\sqrt6)$. The angular integral of $Y_{10}\cos\theta\,Y_{00}$ is $1/\sqrt3$, and $\partial_zR_s=R_s'\cos\theta$ brings in the same factor. With $\int_0^\infty r^ne^{-3r/2}dr=n!\,(2/3)^{n+1}$,

$$z=\frac1{\sqrt3}\int_0^\infty R_pR_s\,r^3dr=\frac1{\sqrt{18}}\,24\left(\tfrac23\right)^5=\frac{128\sqrt2}{243}=0.74494,$$

$$d=\frac1{\sqrt3}\int_0^\infty R_pR_s'\,r^2dr=-\frac1{\sqrt{18}}\,6\left(\tfrac23\right)^4=-\frac{16\sqrt2}{81}=-0.27935 .$$

Indeed $\tfrac38\cdot\tfrac{128}{243}=\tfrac{16}{81}$, and both forms give $f=2^{13}/3^9=0.4162$.

**Q.** Now the PAW side. What does the method say a matrix element is?

**A.** The true state is recovered from the smooth one by

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle\tilde p_i|\tilde\psi\rangle .$$

Here $\phi_i$ are true partial waves, $\tilde\phi_i$ their smooth partners, equal to them beyond the radius $r_c$, and $\tilde p_i$ are projectors confined to the sphere, with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$.

Suppose the partial waves are complete for the states in question. Then inside the sphere $\tilde\psi=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$, and the reconstruction reduces there to $\psi=\sum_i\phi_i\langle\tilde p_i|\tilde\psi\rangle$. Outside, $\psi=\tilde\psi$.

Take an operator $A$ that acts point by point, such as $z$ or $\partial_z$. Its matrix element is the outside integral with $\tilde\psi$ plus the inside integral with $\psi$. Writing the outside integral as the whole-space integral minus the inside one gives

$$\langle\psi_m|A|\psi_n\rangle=\langle\tilde\psi_m|A|\tilde\psi_n\rangle+\sum_{ij}\langle\tilde\psi_m|\tilde p_i\rangle\left(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\right)\langle\tilde p_j|\tilde\psi_n\rangle,$$

with the bracketed integrals taken over the sphere. Splitting the gradient integral at $r_c$ leaves no surface term, since the functions are continuous there.

Your recipe keeps the first term and drops the sum. That the sphere is small does not make the sum zero.

**Q.** Then how large is it? I would need an actual PAW description of hydrogen.

**A.** Here is one, a model choice rather than a published dataset. There is one partial wave per channel, the true $1s$ or $2p$. For its smooth partner, write $R_l/r^l$ as a function of $r^2$, expand it about $r_c^2$ to third order, and multiply the polynomial by $r^l$. Value and first three derivatives match at $r_c$. Only even powers multiply $r^l$, so the smooth $1s$ has no cusp at the nucleus. The smooth potential $\tilde v$ is $-1/r$ treated in the same way to second order, and equals $-1/r$ outside.

The smooth waves do not solve a Schrödinger equation with $\tilde v$ alone. The remainder is

$$\chi_i=(E_i-T-\tilde v)\tilde\phi_i,$$

which vanishes outside the sphere. Take $\tilde p_i=\chi_i/\langle\chi_i|\tilde\phi_i\rangle$ and

$$\tilde H=T+\tilde v+\sum_i|\tilde p_i\rangle D_i\langle\tilde p_i|,\qquad S=1+\sum_i|\tilde p_i\rangle q_i\langle\tilde p_i| .$$

Here $q_i$ is the true minus the smooth norm in the sphere, and $D_i$ is the same difference for the energy, $\langle\phi_i|H|\phi_i\rangle-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_i\rangle$.

**Q.** Does $\tilde\phi_i$ solve $\tilde H\tilde\psi=ES\tilde\psi$?

**A.** Yes. Since $(H-E_i)\phi_i=0$,

$$D_i-E_iq_i=0-\langle\tilde\phi_i|T+\tilde v-E_i|\tilde\phi_i\rangle=\langle\tilde\phi_i|\chi_i\rangle .$$

Therefore

$$(\tilde H-E_iS)\tilde\phi_i=-\chi_i+\tilde p_i\,(D_i-E_iq_i)=-\chi_i+\chi_i=0 .$$

The norm is also right: $\langle\tilde\phi_i|S|\tilde\phi_i\rangle=\langle\tilde\phi_i|\tilde\phi_i\rangle+q_i=1$. The numerical check solves this eigenproblem in a spline basis, without using the known orbitals as its solutions, and finds $-0.500000$ and $-0.125000$ Ha.

**Q.** And what does my recipe give?

**A.** Take $r_c=1.5$ bohr. The projections $\langle\tilde p_i|\tilde\psi\rangle$ are 1, so the sum has a single term, with $i=2p_z$ and $j=1s$:

$$d=\underbrace{-0.27059}_{\text{smooth}}\;\underbrace{-\,0.00876}_{\text{one-centre}}=-0.27935 .$$

The smooth part alone gives

$$\tilde f_{\rm vel}=\frac{2(0.27059)^2}{0.375}=0.3905,$$

which is 6.2% below 0.4162. The missing amplitude is 3.1% of $d$, and squaring about doubles the relative error. With the one-centre term included, $f=0.4162$.

**Q.** Suppose I use the smooth functions in the length form instead.

**A.** Then $\tilde z=0.74341$, and the missing one-centre dipole is $0.00153$ bohr. The result is

$$\tilde f_{\rm len}=2(0.375)(0.74341)^2=0.4145,$$

0.4% below the correct value. So the length form also needs its correction, though a smaller one here. The two smooth results, 0.3905 and 0.4145, disagree with each other.

**Q.** That puzzles me. The smooth functions are eigenstates of $\tilde H$, so the commutator argument should carry over.

**A.** It carries over with the wrong operator for your purpose. Let $m=2p_z$, $n=1s$, and use $E_i\tilde\phi_i=(T+\tilde v)\tilde\phi_i+\chi_i$ once on each side:

$$E_m\tilde z=\langle\tilde\phi_m|(T+\tilde v)z|\tilde\phi_n\rangle+\langle\chi_m|z|\tilde\phi_n\rangle,$$

$$E_n\tilde z=\langle\tilde\phi_m|z(T+\tilde v)|\tilde\phi_n\rangle+\langle\tilde\phi_m|z|\chi_n\rangle .$$

In the first line $T$ was moved to the right. This is allowed because the smooth functions have continuous derivatives and vanish at infinity. Subtract the lines. The local $\tilde v$ cancels, and $[T,z]=-\partial_z$ leaves

$$\omega\tilde z+\tilde d=\langle\chi_m|z|\tilde\phi_n\rangle-\langle\tilde\phi_m|z|\chi_n\rangle .$$

For the true states the left side is zero. For the smooth ones it is $0.375\times0.74341-0.27059=0.00819$. The right side, integrated separately over the sphere, is $-0.003747+0.011937=0.00819$. The program tests this equality.

Since $\chi_i=\tilde p_i(D_i-E_iq_i)$, the gap comes from the nonlocal potential and the overlap operator. Neither commutes with $z$, so $\mathbf p$ is not the velocity operator belonging to the smooth problem.

**Q.** Then I could add those commutator terms to the smooth momentum. Would that repair the spectrum?

**A.** It would repair the equality but not the value. Moving the right side of the last equation over to $\tilde d$ gives a corrected velocity element equal to $-\omega\tilde z$. The velocity form then returns the smooth length result, 0.4145. Those terms carry $E_m$ on one side and $E_n$ on the other, so they are not the commutator of one operator with $z$. With a single energy, $\langle\tilde\phi_m|[\tilde H-E_nS,z]|\tilde\phi_n\rangle=\omega\langle\tilde\phi_m|Sz|\tilde\phi_n\rangle$ and $\langle\tilde\phi_m|[\tilde H-E_mS,z]|\tilde\phi_n\rangle=\omega\langle\tilde\phi_m|zS|\tilde\phi_n\rangle$, which give $f=0.4153$ and $0.4201$; these are not the correct value either. Agreement between length and velocity is necessary here, but it does not show that either is right. To reach 0.4162 you must transform the operator itself, which means adding the one-centre term of $\partial_z$ or of $z$.

**Q.** Perhaps the real fault is normalization. My smooth states have lost some charge. Can I just rescale them?

**A.** The norms are 0.92696 for $1s$ and 0.99978 for $2p$. Dividing by both gives

$$\frac{0.39050}{0.92696\times0.99978}=0.4214$$

for the velocity form and 0.4473 for the length form. Both are now too large. Rescaling also enlarges the part outside the sphere, which was already correct. And since both forms are divided by the same number, their ratio stays wrong.

**Q.** Would a smaller sphere help?

**A.** Yes. These are the smooth results for several radii:

| $r_c$ (bohr) | velocity $f$ | length $f$ |
|---|---|---|
| 0.5 | 0.4157 | 0.4162 |
| 1.0 | 0.4100 | 0.4160 |
| 1.5 | 0.3905 | 0.4145 |
| 2.0 | 0.3524 | 0.4088 |

With the one-centre terms, both forms give 0.4162 at each of these radii. The uncorrected number therefore depends on a technical choice, which a physical observable may not do. At 0.5 bohr the velocity error is only 0.1%, but a small sphere makes the functions harder to expand in plane waves, and avoiding that was the purpose of the smooth functions.

**Q.** Why does the velocity form suffer so much more than the length form?

**A.** For small $r_c$ it follows from power counting. Let $\delta=R_s-\tilde R_s$ inside the sphere. The true $1s$ has a finite slope at the nucleus and the smooth one has none, so $\delta'$ is of order one and $\delta$ of order $r_c$. To leading order both $2p$ functions are $R_p'(0)\,r$; their difference is smaller by a factor of order $r_c$. The missing gradient term is then

$$\Delta d\simeq\frac{R_p'(0)}{\sqrt3}\int_0^{r_c}r^3\delta'\,dr=-\sqrt3\,R_p'(0)\int_0^{r_c}r^2\delta\,dr .$$

The second step is an integration by parts, whose boundary term vanishes because $\delta(r_c)=0$. The result scales as $r_c\cdot r_c^3=r_c^4$.

The missing dipole contains no derivative and one more power of $r$. Its integrand is of order $r\cdot r_c\cdot r^3$, so it scales as $r_c^6$. The program finds powers 3.997 and 5.995 between 0.01 and 0.02 bohr. The difference of two powers is dimensional: on the scale of the sphere the derivative brings a factor of order $1/r_c$, while $z$ brings a factor of order $r_c$.

**Q.** The integral of $r^2\delta$ looks like missing charge.

**A.** It is, to leading order. The missing $1s$ norm is

$$q_s=\int_0^{r_c}(R_s^2-\tilde R_s^2)\,r^2dr=\int_0^{r_c}(R_s+\tilde R_s)\,\delta\,r^2dr\simeq2R_s(0)\int_0^{r_c}r^2\delta\,dr .$$

Eliminating the integral, with $R_s(0)=2$ and $R_p'(0)=1/(2\sqrt6)$,

$$\Delta d\simeq-\frac{\sqrt3}{2}\,\frac{R_p'(0)}{R_s(0)}\,q_s=-\frac{q_s}{8\sqrt2}=-0.0884\,q_s .$$

At $r_c=0.01$ bohr the computed ratio is $-0.0886$. At 1.5 bohr, where $q_s=0.07304$, the law gives $-0.0065$ instead of the actual $-0.0088$. It has the right size, but that sphere is too large for the leading order to be accurate.

**Q.** Then norm-conserving smooth functions should rescue my recipe, because they have $q_s=0$.

**A.** For this transition they come close. Add a term proportional to $r^l(r^2-r_c^2)^4$ to each smooth wave, with its coefficient fixed by the norm. That condition is quadratic in the coefficient; take the root of smaller magnitude, the one that vanishes when no norm is missing, so that $\delta$ stays of order $r_c$. The matching at $r_c$ is unharmed. At 1.5 bohr the smooth velocity and length forms become 0.41656 and 0.41663, against 0.41620. Both are now about 0.1% too high.

The small-sphere law explains the direction of the improvement and the order of the remainder, but not its size at 1.5 bohr, where the leading order is inaccurate; the 0.1% belongs to this radius and this choice of added term. For small $r_c$ the argument is as follows. The condition $q_s=0$ makes the integral of $(R_s+\tilde R_s)\,\delta\,r^2$ vanish. The weight $R_s+\tilde R_s$ is constant only up to terms of order $r_c$, so the integral of $r^2\delta$ alone is left at order $r_c^5$. The change of the $2p$ function enters at the same order. The program finds the power 4.994.

So norm conservation removes the leading error for this $s\to p$ pair, not the need for the correction. It fixes an integral of $|\psi|^2$ for each state, whereas a transition element involves two different states and a gradient.

**Q.** You gave the method an advantage: the partial waves were the very states of the transition. What if they are not?

**A.** Then the completeness I assumed holds only approximately. Keep the same $1s$ and $2p$ partial waves at 1.5 bohr and compute $1s\to3p$:

- all-electron: $f=0.07910$
- corrected velocity: 0.07906
- corrected length: 0.07910
- smooth velocity: 0.07308

The smooth velocity form is 7.6% too low. With the correction, the velocity form is within 0.06% of the all-electron value. A trace of length-velocity disagreement remains, because a single $p$ wave does not represent $3p$ perfectly in the sphere. It does well here because the radial equations of $2p$ and $3p$ differ only in the energy, by $\Delta E=0.07$ Ha. Inserting $R=r(1+a_1r+a_2r^2+\dots)$ into the $l=1$ equation gives $a_1=-\tfrac12$ for any energy and $a_2=-(E+a_1)/5$, so the two shapes first differ by $\Delta E\,r^2/5$, about $0.03$ at $r_c$. Indeed $R_{3p}/R_{2p}\propto(1-r/6)\,e^{r/6}$ falls only from 1 at the nucleus to 0.96 at 1.5 bohr. A state whose energy lies far from those of the partial waves would need more of them.

**Q.** My real interest is crystals, where $z$ is not a usable operator between Bloch states. Does any of this survive?

**A.** The momentum formula does, with the one-centre sum running over all atoms in the cell. Its effect also reaches the Berry connection. Take a one-electron Hamiltonian with a local potential $v$, and let $u_n$ be the periodic part of the Bloch state. It obeys $H_ku_n=E_nu_n$ with $H_k=\tfrac12(\mathbf p+\mathbf k)^2+v$. Differentiate with respect to $\mathbf k$ and project on a different band $m$. The term with $\nabla_kE_n$ drops out by orthogonality, leaving

$$\langle u_m|\nabla_kH_k|u_n\rangle+E_m\langle u_m|\nabla_ku_n\rangle=E_n\langle u_m|\nabla_ku_n\rangle .$$

Since $\nabla_kH_k=\mathbf p+\mathbf k$, and $\langle u_m|\mathbf p+\mathbf k|u_n\rangle=\langle\psi_m|\mathbf p|\psi_n\rangle$,

$$i\langle u_m|\nabla_ku_n\rangle=\frac{i\langle\psi_m|\mathbf p|\psi_n\rangle}{E_n-E_m}\qquad(E_m\neq E_n).$$

The left side plays the part of the length element. If you insert the smooth momentum on the right, its error passes directly into the interband connection. The hydrogen percentages do not transfer, since they depend on the states, the radius and the smooth waves.

**Q.** Is the fully corrected momentum then always the right operator?

**A.** No. I used $[v,z]=0$. If the physical Hamiltonian itself contains a nonlocal potential $V$, as Fock exchange is, then

$$[H,z]=-\partial_z+[V,z],$$

and the length form corresponds to a velocity that includes $[V,z]$. The one-centre terms still give the correct matrix element of $\mathbf p$, but $\mathbf p$ is no longer the whole velocity. That is a property of the chosen Hamiltonian. The gap we found in hydrogen had a different origin: the true potential was local, and the nonlocality came from the smooth representation.

**Q.** So when I report a spectrum from $\langle\tilde\psi_m|\mathbf p|\tilde\psi_n\rangle$, what have I computed?

**A.** The matrix element of a different operator between the true states, one that agrees with $\mathbf p$ outside the spheres and depends on your pseudization inside them. Add the one-centre gradient differences, and check that the partial waves cover the energies of the empty states you use.

## Numbers as computed

```
omega = 0.3750 Ha = 10.204 eV
all-electron z = 0.74494 bohr, d = -0.27935 1/bohr
all-electron f = 0.41620
main example rc = 1.5 bohr
PAW energies 1s, 2p = -0.500000, -0.125000 Ha
1s: D = -0.20993 Ha, q = 0.07304, smooth norm = 0.92696, projection = 1.00000
2p: D = -0.00114 Ha, q = 0.00022, smooth norm = 0.99978, projection = 1.00000
smooth d = -0.27059, one-centre = -0.00876, total = -0.27935 1/bohr
smooth z = 0.74341, one-centre = 0.00153, total = 0.74494 bohr
f velocity: smooth = 0.39050, corrected = 0.41620
f length: smooth = 0.41449, corrected = 0.41620
smooth velocity f error = -6.17 percent
smooth length f error = -0.41 percent
smooth f after plain renormalization: velocity = 0.42136, length = 0.44725
gap omega*z + d = 0.008190 1/bohr
sphere sources: 2p term = -0.003747, 1s term = -0.011937, difference = 0.008190 1/bohr
scan: rc (bohr), smooth f_vel, smooth f_len, full f_vel, full f_len
  0.5  0.41574  0.41619  0.41620  0.41620
  1.0  0.40997  0.41601  0.41620  0.41620
  1.5  0.39050  0.41449  0.41620  0.41620
  2.0  0.35241  0.40883  0.41620  0.41620
small-rc powers: gradient = 3.997, dipole = 5.995
gradient term / q_1s at rc = 0.01 bohr: -0.08858, predicted limit = -0.08839 1/bohr
norm-conserving, rc = 1.5 bohr: smooth f_vel = 0.41656, smooth f_len = 0.41663
norm-conserving small-rc gradient power = 4.994
3p energy: PAW = -0.0555555, exact = -0.0555556 Ha
1s->3p f: all-electron = 0.079102, corrected velocity = 0.079056, corrected length = 0.079097
1s->3p smooth velocity f = 0.073081
```
